# Point groups from noisy coordinates: inertia, equivalent atoms and closure

## Three accepted operations that are not a group

Take a pyramid AB₃ whose three B atoms lie at 120° intervals around an axis, at distances 2.0433, 2.0000 and 1.9567 bohr from it. Apex A is on the axis, 1 bohr above their plane. The natural way to find the point group is to try each plausible operation, measure how badly it maps the atoms onto atoms of the same species, and keep it if the misfit is below a tolerance. Let the misfit be the root-mean-square miss over the four atoms, with each operation centred on their centroid and oriented for the best fit. With a tolerance of 0.03 bohr, the kept operations are then the identity and two mirrors.

This is not a point group. The product of the two mirrors is a threefold rotation, and the rotation was rejected. Counting does not reveal the fault, because three divides six, the order of $C_{3v}$. Yet the set has no character table and no valid symmetry projector.

Each decision was correct by its own criterion. The fault lies in making them separately: misfits can add when operations are multiplied, while the tolerance stays fixed. A sound scheme needs a misfit whose growth under multiplication is known, a closure test without a second tolerance, and a rule for the case in which closure fails.

## What should count as a candidate

Let $x_i$, $i=1,\dots,N$, be the positions of distinct atoms relative to their unweighted centroid. Testing all orthogonal matrices $R$ would be useless, since every sufficiently small rotation passes any positive tolerance. Comparing products of fitted matrices would need another tolerance. Both difficulties disappear if a candidate is a pair $g=(\pi,s)$, where $\pi$ is a permutation of atoms of equal species and $s=\pm1$ is the determinant of the operation. Such pairs are finite in number and multiply without rounding:

$$(\pi,s)(\sigma,t)=(\pi\circ\sigma,\;st).$$

The sign is needed for planar molecules, where $R$ and $R$ followed by reflection in the molecular plane permute the atoms identically. For an exact symmetry of a non-linear molecule, $g$ and $R$ determine each other: distinct atoms fix $\pi$ from $R$, and the images of two independent position vectors, together with $s$, fix $R$. Linear molecules are treated separately below.

The misfit, or defect, of a candidate is

$$e(g)=\min_{\det R=s}\Big[\frac1N\sum_i|Rx_i-x_{\pi(i)}|^2\Big]^{1/2}.$$

It is a root-mean-square (rms) length; a single atom may miss by more than $e$, but, because the residuals of centred coordinates sum to zero, by no more than $\sqrt{N-1}\,e$. The accepted set is $A_\tau=\{g:e(g)\le\tau\}$.

The minimum has a closed solution. Put $y_i=x_{\pi(i)}$ and $H=\sum_i x_iy_i^T$. Expanding the square gives

$$\sum_i|Rx_i-y_i|^2=2\sum_i|x_i|^2-2\,\mathrm{tr}(RH),$$

because $y$ is a reordering of $x$. With the singular value decomposition $H=A\,\mathrm{diag}(\sigma_1,\sigma_2,\sigma_3)B^T$, $\sigma_1\ge\sigma_2\ge\sigma_3\ge0$, and $W=B^TRA$, one must maximise $\sum_k\sigma_kW_{kk}$ over orthogonal $W$ of determinant $d=s\det A\det B$.

- If $d=1$, then $W_{kk}\le1$ makes $W=1$ optimal.
- If $d=-1$, the eigenvalues of $W$ are $-1,e^{\pm i\alpha}$, so $\mathrm{tr}\,W\le1$. Writing the sum as $\sigma_3\,\mathrm{tr}W+(\sigma_1-\sigma_3)W_{11}+(\sigma_2-\sigma_3)W_{22}$ bounds it by $\sigma_1+\sigma_2-\sigma_3$, which $W=\mathrm{diag}(1,1,-1)$ attains.

Hence $R=B\,\mathrm{diag}(1,1,d)A^T$.

## How far closure can fail

Let $R$ and $S$ be optimal for $g=(\pi,s)$ and $h=(\sigma,t)$. Then

$$RSx_i-x_{\pi(\sigma(i))}=R\,(Sx_i-x_{\sigma(i)})+(Rx_{\sigma(i)}-x_{\pi(\sigma(i))}).$$

In the first term $R$ preserves lengths; in the second $\sigma$ merely relabels the atoms. Since $RS$ is one admissible matrix for $gh$, the triangle inequality for the rms norm gives

$$e(gh)\le e(g)+e(h).$$

Also $e(g^{-1})=e(g)$, because $|R^{-1}x_{\pi(i)}-x_i|=|x_{\pi(i)}-Rx_i|$.

Products of two accepted candidates therefore lie in $A_{2\tau}$, but need not lie in $A_\tau$. It follows that if no candidate has a defect in $(\tau,2\tau]$, the accepted set is a group. The condition is sufficient, not necessary: at a very small tolerance the identity may stand alone, and form a group, although other defects lie just above $\tau$.

## What tolerance the noise calls for

Suppose the coordinates are $X=X_0+U$, where the ideal structure $X_0$ is non-linear and has group $G$, and $U$ has rms length $u$. Centring removes the mean of $U$ and cannot increase its rms length. Let $\Delta$ be the smallest defect, evaluated on $X_0$, of any candidate outside $G$.

For $g\in G$, use its exact matrix $R_g$. The ideal parts cancel, leaving the residual $R_gu_i-u_{\pi(i)}$, so $e(g)\le2u$. For $g\notin G$ and any $R$ of the right determinant,

$$Rx^0_i-x^0_{\pi(i)}=(Rx_i-x_{\pi(i)})-(Ru_i-u_{\pi(i)}).$$

The left side has rms length at least $\Delta$ and the last bracket at most $2u$, so $e(g)\ge\Delta-2u$. Therefore

$$2u\le\tau<\Delta-2u\quad\Longrightarrow\quad A_\tau=G.$$

Such a tolerance exists when $u<\Delta/4$. The factor two arises because noise enters twice, at the atom that is moved and at the atom it should meet.

For the undistorted pyramid, with ring radius 2 bohr, $\Delta=0.866$ bohr. Noise of 0.02 bohr thus leaves a wide range of safe tolerances, from 0.04 to about 0.83 bohr. If the distortion of the opening example is read as noise on this ideal pyramid, its tolerance of 0.03 bohr was too small; the opposite reading is taken up in the last section.

## What the inertia tensor can decide

Let $M=\sum_ix_ix_i^T$. The inertia tensor with unit weights is $I=\mathrm{tr}(M)\,1-M$, so $I$ and $M$ share eigenvectors and eigenvalue differences, apart from sign. Masses would serve too, as would any positive weights that depend on species alone; unit weights keep the centre at the centroid.

An exact operation permutes the terms of $M$, so $RMR^T=M$. If the three moments differ, $R$ must preserve each principal axis and is $\mathrm{diag}(\pm1,\pm1,\pm1)$ in that frame. Every operation is then its own inverse, and the group is a subgroup of $D_{2h}$. An operation of order above two requires at least two equal moments.

Noise splits equal moments, so "equal" needs a derived threshold. Let the atoms be the rows of $X$ and $U$, and let $\|\cdot\|$ be the largest singular value. Then

$$M-M_0=X^TU+U^TX-U^TU,\qquad \|M-M_0\|\le a(2\|X\|+a),\quad a=\sqrt N\,u.$$

No eigenvalue moves by more than this norm. A degenerate pair therefore splits by at most

$$\gamma=2a(2\|X\|+a).$$

The algorithm takes $u=\tau/2$, the largest noise allowed by the condition $2u\le\tau$. If both gaps between neighbouring moments exceed $\gamma$, no structure within that noise has degenerate moments, and only candidates with $g^2=1$ are retained.

A small gap proves nothing. Put pairs of atoms at $\pm3$ bohr on three perpendicular axes, with a different species on each axis. The three unit-weight moments are equal, yet the group is $D_{2h}$, not cubic. Inertia can thus exclude operations, but it cannot establish them.

## Equivalent atoms without premature grouping

Testing all permutations soon becomes impossible. Distances reduce the list. If $E_i=Rx_i-x_{\pi(i)}$ are the residuals of an accepted candidate and $D_{ij}=|x_i-x_j|$, then

$$|D_{ij}-D_{\pi(i)\pi(j)}|\le|E_i|+|E_j|\le\sqrt2\,\big(|E_i|^2+|E_j|^2\big)^{1/2}\le\sqrt{2N}\,\tau.$$

Give each atom a fingerprint: its distances to all atoms, sorted within each species. Sorting does not spoil the bound. If paired entries differ by at most $\delta$, then for each $k$ at least $k$ entries of one list lie no higher than the $k$th smallest entry of the other plus $\delta$, and the same holds with the lists exchanged. An atom and its image therefore have fingerprints that agree within $\sqrt{2N}\,\tau$.

It is tempting to gather atoms with similar fingerprints into sets at once. That repeats the original mistake, because similarity within a tolerance is not transitive: $i$ may resemble $j$, and $j$ resemble $k$, while $i$ and $k$ differ too much. Fingerprints are therefore used pairwise, to list the allowed images of each atom. A tree search assigns images one atom at a time and abandons a branch when a distance violates the bound. No member of $A_\tau$ is lost. The equivalent-atom sets proper are the orbits $\{\pi(i)\}$ under the final group, and they are available once closure has been established.

## The algorithm

1. Centre the coordinates and compute $M$.
2. List the permutations that pass the fingerprint and distance bounds; compute $e(\pi,\pm1)$ and keep values up to $\tau$.
3. If $2\sqrt{(m_1+m_2)/N}\le\tau$, with $m_1,m_2$ the two smallest eigenvalues of $M$, treat the molecule as linear. This number is the misfit of a half-turn about the long axis that leaves every atom assigned to itself. The group is $D_{\infty h}$ if an exchange of atoms is accepted, otherwise $C_{\infty v}$. A bent molecule must be farther from a line than this for the other steps to apply.
4. If inertia excludes degeneracy, discard candidates with $g^2\ne1$.
5. Multiply all pairs. If a product is missing, report non-closure and give no group name.
6. If the set is closed, construct a symmetric structure and name the group from its exact matrices.

For step 6, average the scalar products $K_{ij}=x_i\cdot x_j$ over the closed set $S$:

$$\bar K_{ij}=\frac1{|S|}\sum_{(\pi,s)\in S}K_{\pi(i)\pi(j)}.$$

Closure is essential here: replacing $i,j$ by their images under a member of $S$ merely reorders the sum, so $\bar K$ is invariant. Keep its three largest eigenvalues $\lambda_k$, with eigenvectors $v_k$, and define new positions by $(y_i)_k=\sqrt{\lambda_k}\,(v_k)_i$. If the third eigenvalue is separated from the fourth, the truncated matrix is still invariant. Then $y_i\to y_{\pi(i)}$ preserves all scalar products and is an orthogonal map. If the identity permutation with $s=-1$ was accepted, the molecule is planar within tolerance, and two eigenvalues are kept; invariance then requires the second to be separated from the third. The program also checks that each map has the determinant $s$ assigned to it. This can fail when the noise is comparable to the out-of-plane extent of a nearly planar molecule, even if it is small in absolute terms. Take six like atoms at radius 2.5 bohr, angles $120°k\pm20°$ and heights $\pm0.028$ bohr, a $D_3$ propeller, and shift a central atom by 0.08 bohr along a twofold axis ($u=0.028$ bohr, above $\Delta/4=0.013$ bohr). At $\tau=0.05$ bohr the accepted set is exactly $D_3$, but the shift outweighs the pucker as third eigenvector of $\bar K$, and the three twofold rotations come out as mirrors. No name should then be read from the averaged structure.

Let $p$ be the number of proper rotations and $n$ their highest order. Eight or more rotations of order three mark the cubic and icosahedral families, where $p=12,24,60$ gives $T,O,I$; improper operations and inversion settle the subscript. Otherwise, $p=2n$ with $n>1$ gives a dihedral group: $D_n$ without improper operations, $D_{nh}$ with $n+1$ mirrors, $D_{nd}$ with $n$. The case $p=n>1$ gives $C_n$ without improper operations, and otherwise $C_{nv}$, $C_{nh}$ or $S_{2n}$ for $n$, one or no mirrors. For $n=1$ the possibilities are $C_1$, $C_s$ and $C_i$.

## Why the pyramid gives an open set

The size of the failure can be calculated for small displacements. For $g\in G$, write the optimal matrix as $R_g$ followed by a small rotation $\omega$. To first order the residual at atom $\pi(i)$ is

$$R_gu_i-u_{\pi(i)}+\omega\times x^0_{\pi(i)}.$$

Minimising over $\omega$ removes the part of the displacement field that is a rigid rotation; centring removes translations. With $Q$ the projector that removes both, and $gU$ the displacement field carried along by $g$,

$$e(g)=\frac{\|Q(gU-U)\|}{\sqrt N}+O(U^2),$$

where $\|\cdot\|$ is now the root of the summed squares over atoms. The defect measures how much the operation changes the distortion.

In the pyramid, B atom $k$ at angle $\theta_k=0°,120°,240°$ moves radially by $\varepsilon\cos(\theta_k-\varphi)$, with $\varepsilon=0.05$ bohr and $\varphi=30°$. This pattern belongs to the two-dimensional representation $E$ of $C_{3v}$. An operation changes its phase from $\varphi$ to $\varphi'$, and

$$\cos(\theta_k-\varphi')-\cos(\theta_k-\varphi)=2\sin\frac{\varphi'-\varphi}2\,\sin\Big(\theta_k-\frac{\varphi+\varphi'}2\Big).$$

The difference is again such a pattern, with its amplitude multiplied by $2|\sin\frac{\varphi'-\varphi}{2}|$. Let $q=\|QU\|/\sqrt N$, which the calculation below shows to be independent of phase. The mirror through atom $k$ sends $\varphi$ to $2\theta_k-\varphi$, and $C_3$ adds 120°. Hence, to first order,

$$e(\sigma_k)=2q|\sin(\varphi-\theta_k)|,\qquad e(C_3)=\sqrt3\,q.$$

At $\varphi=30°$ the mirrors cost $q$, $2q$ and $q$. Each of the two cheap mirrors costs less than their product, which costs $\sqrt3\,q$.

To find $q$, let $\rho=2$ bohr be the ring radius, $h=1$ bohr the apex height, $\hat n$ the in-plane direction at angle $\varphi$, and $\hat z$ the axis. Three contributions enter $4q^2=\|QU\|^2$:

- The full pattern has $\sum_k|u_k|^2=\frac32\varepsilon^2$.
- Its sum is $\sum_ku_k=\frac32\varepsilon\hat n$, so removing the translation subtracts $(\frac32\varepsilon)^2/4=\frac9{16}\varepsilon^2$.
- The ring lies at height $-h/4$ relative to the centroid. Radial parts of $x_k$ are parallel to $u_k$, so $\sum_kx_k\times u_k=-\frac38h\varepsilon\,\hat z\times\hat n$. Removing the rotation subtracts the square of this vector divided by the moment about its axis, $\frac32\rho^2+\frac34h^2$.

Thus

$$4q^2=\varepsilon^2\left[\frac32-\frac9{16}-\frac{9h^2/64}{\frac32\rho^2+\frac34h^2}\right].$$

The last fraction is $0.1406/6.75=0.0208$, the bracket is $0.9167$, and $q=0.4787\,\varepsilon=0.0239$ bohr. The predicted defects are 0.0239 bohr for two mirrors, 0.0415 for $C_3$ and its inverse, and 0.0479 for the third mirror. The full calculation agrees to about $10^{-5}$ bohr and gives this ladder:

| $\tau$ from (bohr) | accepted | verdict |
|---|---:|---|
| 0 | 1 | $C_1$ |
| 0.02393 | 2 | $C_s$ |
| 0.02394 | 3 | not closed |
| 0.04146 | 5 | not closed |
| 0.04787 | 6 | $C_{3v}$ |

First order makes the two cheap mirrors equal. Higher orders separate them by about $10^{-5}$ bohr, leaving a sliver of $C_s$ that has no practical significance. Apart from it, the set is open throughout a factor of two in tolerance.

## What to do with an open set

One may lower $\tau$ to a closed level, or generate the missing products and report the largest defect in the resulting group. A product of $L$ accepted factors is guaranteed only a defect of at most $L\tau$, which may be well above $\tau$, so the second choice must not be made silently. Here the three operations accepted at 0.03 bohr generate all six of $C_{3v}$, with worst defect 0.048 bohr. The symmetrised pyramid lies at rms distance 0.024 bohr from the data. This is $q$, as expected: the average of an $E$ pattern over the group vanishes, so to first order symmetrising removes the whole distortion.

Inertia gives a second opinion. The distortion splits the degenerate pair of moments by 0.300 bohr². At $\tau=0.03$ bohr this narrowly exceeds $\gamma$, so noise of 0.015 bohr could not have produced it from a $C_{3v}$ structure. At $\tau=0.06$ bohr the splitting is permitted and the full group is found.

The choice between $C_1$ and $C_{3v}$ needs knowledge of the coordinate error. If the error may reach 0.03 bohr, $\tau=0.06$ bohr is appropriate, and an ideal $C_{3v}$ pyramid would be recognised. If the distorted pyramid is itself the ideal structure, its $\Delta$ is only 0.0239 bohr, and the guarantee for $C_1$ requires errors below a quarter of that, about 0.006 bohr. Coordinates alone cannot say which description is true.

Nor does closure prove that the answer is right. In 400 random displacements of the ideal pyramid, each with $u=0.02$ bohr, the outcomes were:

| $\tau/u$ | $C_{3v}$ | proper subgroup | not closed |
|---:|---:|---:|---:|
| 0.5 | 19 | 333 | 48 |
| 1.0 | 200 | 73 | 127 |
| 1.5 | 382 | 1 | 17 |
| 2.0 | 400 | 0 | 0 |

At the smallest tolerance most results are closed but too small. Of the four tolerances, $\tau=u$ gives the most open sets. At $\tau=2u$ the noise theorem guarantees the last row.

The numerical check also applies the whole algorithm to 23 noisy model molecules, from $C_1$ to $I_h$ and including both linear groups. With $u=0.02$ and $\tau=0.05$ bohr it names each correctly. The largest accepted defect is 0.033 bohr, below the bound $2u=0.04$ bohr.

## Calculated quantities

```
pyramid: ring radius 2.0 bohr, apex height 1.0 bohr
distortion eps 0.05 bohr, phase 30 deg
ring radii (bohr): [2.0433 2.     1.9567]
first-order unit q = 0.02394 bohr
defect mirror 1: 0.02393 bohr, first order 0.02394
defect mirror 2: 0.04787 bohr, first order 0.04787
defect mirror 3: 0.02394 bohr, first order 0.02394
defect C3: 0.04146 bohr, first order 0.04146
ladder: from defect (bohr), accepted number, verdict
  0.00000  1  C1
  0.02393  2  Cs
  0.02394  3  not closed
  0.04146  5  not closed
  0.04787  6  C3v
next defect above the ladder: 0.8660 bohr
tau 0.01 bohr: C1, 1 accepted, rotor asymmetric
tau 0.03 bohr: not closed, 3 accepted, rotor asymmetric
tau 0.06 bohr: C3v, 6 accepted, rotor symmetric
generated from tau 0.03: order 6, worst 0.04787 bohr
rms distance to symmetrised structure: 0.02394 bohr
unit-weight moments (bohr^2): [ 6.6011  6.9011 12.0024]
pair splitting 0.3000, bound 0.4795 bohr^2
AB3: order 6, Delta 0.8660 bohr
AB4: order 24, Delta 2.1466 bohr
AB6: order 48, Delta 2.2678 bohr
random noise rms 0.02 bohr, 400 draws: C3v / other closed / open
  tau/u 0.5: 19 / 333 / 48
  tau/u 1.0: 200 / 73 / 127
  tau/u 1.5: 382 / 1 / 17
  tau/u 2.0: 400 / 0 / 0
models, noise rms 0.02, tau 0.05 bohr: group, accepted, rotor, worst e
  C1 1 asymmetric 0.0000
  Cs 2 asymmetric 0.0000
  Ci 2 asymmetric 0.0233
  C2 2 asymmetric 0.0076
  C2v 4 asymmetric 0.0195
  C2h 4 asymmetric 0.0103
  C3 3 symmetric 0.0261
  C3v 6 symmetric 0.0258
  C3h 6 symmetric 0.0168
  S4 4 symmetric 0.0241
  D2d 8 symmetric 0.0125
  D2h 8 spherical 0.0245
  D3 6 symmetric 0.0236
  D3h 12 symmetric 0.0206
  D3d 12 symmetric 0.0227
  D4d 16 symmetric 0.0302
  D6h 24 symmetric 0.0310
  Td 24 spherical 0.0252
  Th 24 spherical 0.0329
  Oh 48 spherical 0.0297
  Ih 120 spherical 0.0301
  Cinfv - linear 0.0000
  Dinfh - linear 0.0190
```
